\section*{Acoustic-Phonon Mobility of Nondegenerate Electrons and Its Temperature Law, part 2}

We seek the temperature dependence of the electron mobility limited by acoustic phonons. The questioner, who has a disordered oxide film in mind, expected $1/T$, because the phonon number grows as $T$.

Electrons of effective mass $m$, wave vector $\mathbf k$ and speed $v$ have energy $E=\hbar^2k^2/2m$ from the band edge. They couple through the deformation potential $E_1$ to longitudinal sound of speed $v_s$, in a medium of density $\rho$ and elastic constant $C=\rho v_s^2$. Plane-wave states require $k\ell\gg1$, where $\ell$ is the mean free path. For phonon energies small compared with $k_BT$ and $E$, scattering is elastic and isotropic, with relaxation time $\tau$:
\begin{equation}
\tau(E)=\frac{\pi\hbar^4C}
{\sqrt2\,m^{3/2}E_1^2k_BT\sqrt E},\qquad
\ell=v\tau=\frac{\pi\hbar^4C}{m^2E_1^2k_BT}.
\label{eq:carried}
\end{equation}
This keeps only the leading term of the summed Bose factors for absorption and emission of a phonon of wave vector $\mathbf q$. With $x_q=\hbar v_sq/(k_BT)$ and thermal occupation $N_q$,
\begin{equation}
N_q+(N_q+1)=\frac2{x_q}+\frac{x_q}{6}+\cdots
=\frac2{x_q}\left(1+\frac{x_q^2}{12}+\cdots\right).
\label{eq:bose}
\end{equation}
The effect of energy exchange on the mobility was left for a separate calculation.

A weak field of magnitude $\mathcal F$ exerts a force $e\mathcal F$ along $+z$, with $e>0$. The occupation is $f=f_0+\delta f$, where $f_0\propto e^{-E/k_BT}$ for a nondegenerate gas. The Boltzmann equation, with transition rates $W_{\mathbf k\mathbf k'}$, gave
\begin{equation}
\delta f=\frac{e\mathcal F\,\tau v_z}{k_BT}f_0.
\end{equation}

The model example, which stands for no particular material, has $m=0.30$ electron masses, $E_1=5$ eV, $\rho=6000$ kg/m$^3$, $v_s=5000$ m/s, $C=150$ GPa and $\hbar^2/m=0.2540$ eV\,nm$^2$. At 300 K, $k_BT=25.852$ meV, $\tau(k_BT)=1.686$ ps and $\ell\approx294$ nm; at $E=k_BT$ the wave number is $k_T=0.4512$ nm$^{-1}$ and the speed $v_T=1.741\times10^5$ m/s.

The closing numerical output includes earlier checks of the phonon factors, by an oscillator calculation, and of the elastic collision and momentum-loss rates, by sums over discrete states.

Q: Now the average, please, without skipping the factor of three.

A: The drift velocity is the mean of $v_z$. The equilibrium part contributes nothing to it, so
\begin{equation}
v_d=\frac{\int v_z\,\delta f\,d^3k}{\int f_0\,d^3k}
=\frac{e\mathcal F}{k_BT}\,
\frac{\int v_z^2\tau f_0\,d^3k}{\int f_0\,d^3k}.
\end{equation}
The angular average of $v_z^2$ is $v^2/3=2E/(3m)$, and $d^3k$ is proportional to $\sqrt E\,dE$. Spin multiplies numerator and denominator alike. The mobility $\mu=v_d/\mathcal F$ is then
\begin{equation}
\mu=\frac{2e}{3mk_BT}\,
\frac{\int_0^\infty\tau E^{3/2}e^{-E/k_BT}dE}
{\int_0^\infty E^{1/2}e^{-E/k_BT}dE}.
\end{equation}
Integration by parts gives
\begin{equation}
\int_0^\infty E^{3/2}e^{-E/k_BT}dE
=\frac32k_BT\int_0^\infty E^{1/2}e^{-E/k_BT}dE,
\end{equation}
since the boundary term vanishes at both ends. Replacing the denominator by means of this identity removes the factor $2/(3k_BT)$:
\begin{equation}
\mu=\frac em\langle\!\langle\tau\rangle\!\rangle,\qquad
\langle\!\langle\tau\rangle\!\rangle=
\frac{\int_0^\infty\tau E^{3/2}e^{-E/k_BT}dE}
{\int_0^\infty E^{3/2}e^{-E/k_BT}dE}.
\label{eq:average}
\end{equation}
So the weight is the number of electrons times their energy.

Q: And for the acoustic relaxation time?

A: Put $x=E/k_BT$. Equation~(\ref{eq:carried}) says $\tau=\tau(k_BT)\,x^{-1/2}$, so
\begin{equation}
\langle\!\langle\tau\rangle\!\rangle
=\tau(k_BT)\frac{\int_0^\infty xe^{-x}dx}
{\int_0^\infty x^{3/2}e^{-x}dx}
=\tau(k_BT)\frac{1}{3\sqrt\pi/4}
=\frac{4}{3\sqrt\pi}\,\tau(k_BT).
\end{equation}
Inserting $\tau(k_BT)$,
\begin{align}
\mu&=\frac em\,\frac4{3\sqrt\pi}\,
\frac{\pi\hbar^4C}{\sqrt2\,m^{3/2}E_1^2(k_BT)^{3/2}}\nonumber\\
&=\frac{2\sqrt{2\pi}\,e\hbar^4C}
{3m^{5/2}E_1^2(k_BT)^{3/2}},
\label{eq:mobility}
\end{align}
because $4\pi/(3\sqrt{2\pi})=2\sqrt{2\pi}/3$. If $m$, $E_1$ and $C$ do not change with temperature, $\mu\propto T^{-3/2}$.

Q: So my factor $1/T$ was right but incomplete.

A: Yes. It is the mean free path that varies as $1/T$, through the thermal strain. The time to cover that path has a further factor $1/v$, and thermal speeds grow as $\sqrt T$. The product is $T^{-1}T^{-1/2}$.

Q: Put in the numbers.

A: The average time is $0.7523\times1.686$ ps $=1.269$ ps. For $m=0.30$ electron masses, $e/m=5.863\times10^{11}$ C/kg, and
\begin{align}
\mu&=(5.863\times10^{11})(1.269\times10^{-12})\
{\rm m^2/(V\,s)}\nonumber\\
&=0.744\ {\rm m^2/(V\,s)}
=7.44\times10^3\ {\rm cm^2/(V\,s)}.
\end{align}
A direct quadrature of the current over momentum, with $\tau(E)$ from Eq.~(\ref{eq:carried}), confirmed the thermal average in a test.

Q: That is an enormous mobility for a disordered film. Something must be wrong.

A: It is the mobility of a model with a single scattering mechanism. Suppose another elastic mechanism with its own relaxation time acts independently. Its rate adds to $1/\tau$, so the total relaxation time is shorter at every energy, and Eq.~(\ref{eq:average}) gives a lower mobility. A measured value far below this one would say that acoustic phonons, acting through this deformation potential, are not the main obstacle, provided the parameters suit the material and transport is band-like. Disorder is not the only candidate. In a polar solid such as an oxide, electrons also couple to longitudinal optical phonons through the electric field these carry. That scattering is inelastic, lies outside this model, and can outweigh acoustic scattering at room temperature even in a perfect crystal.

Q: Would the exponent survive the second mechanism?

A: In general it would not. Suppose the second mechanism has a mean free path $\ell_0$ that depends on neither energy nor temperature. Rates add, and each rate is $v$ divided by a path, so
\begin{equation}
\frac1{\ell_{\rm tot}}=\frac1\ell+\frac1{\ell_0},\qquad
\mu\propto\frac{\ell_{\rm tot}}{\sqrt T}.
\end{equation}
The second relation holds because $\tau$ still varies as $1/v$, so the thermal average has the same form as before. For $\ell\ll\ell_0$ acoustic scattering dominates and the exponent is $-3/2$. For $\ell_0\ll\ell$ the path is constant and the exponent is $-1/2$. Between these limits it takes intermediate values.

Q: What if the parameters themselves drift with temperature?

A: Taking the logarithmic derivative of Eq.~(\ref{eq:mobility}),
\begin{equation}
\frac{d\ln\mu}{d\ln T}=-\frac32+\frac{d\ln C}{d\ln T}
-\frac52\frac{d\ln m}{d\ln T}-2\frac{d\ln E_1}{d\ln T}.
\end{equation}
This assumes that the band stays parabolic at each temperature. A softening elastic constant, for example, makes the mobility fall faster.

Q: You also assumed a nondegenerate gas. A conducting oxide can hold $10^{20}$ electrons per cm$^3$. Does the law hold there?

A: It does not. For elastic scattering the exclusion factors cancel in the collision term, since $f(1-f')-f'(1-f)=f-f'$. The change is that $f_0/k_BT$ in the derivation is replaced by $-\partial f_0/\partial E$, with $f_0$ now the Fermi--Dirac function. The average becomes
\begin{equation}
\mu=\frac em\,
\frac{\int_0^\infty\tau E^{3/2}(-\partial f_0/\partial E)\,dE}
{\int_0^\infty E^{3/2}(-\partial f_0/\partial E)\,dE}.
\end{equation}
By parts, the denominator is $\tfrac32\int_0^\infty E^{1/2}f_0\,dE$, which is fixed by the electron density. In the strongly degenerate limit $-\partial f_0/\partial E$ is a narrow peak at the Fermi energy $E_F$, and $\mu\to e\tau(E_F)/m$. With $E_F$ fixed by the density, the typical speed no longer depends on temperature. The strain factor $1/T$ is left, and the exponent tends to $-1$, provided $k_BT$ stays well above $2\hbar v_sk_F$, the largest phonon energy exchanged at the Fermi wave number $k_F$. On further cooling these phonons freeze out, and the phonon-limited mobility rises faster than $1/T$.

Q: Is $10^{20}$ cm$^{-3}$ degenerate enough for that?

A: In the model it nearly is. The density is 0.1 nm$^{-3}$, so the Fermi wave number is $(3\pi^2\times0.1)^{1/3}=1.436$ nm$^{-1}$. With $\hbar^2/m=0.2540$ eV\,nm$^2$,
\begin{equation}
E_F=\tfrac12(0.2540)(1.436)^2\ {\rm eV}=0.262\ {\rm eV},
\end{equation}
about ten times $k_BT$ at 300 K. The mean exponents between 200 and 400 K, calculated at fixed density with $\tau(E)$ from Eq.~(\ref{eq:carried}), are $-1.50$ at $10^{16}$ cm$^{-3}$, $-1.45$ at $10^{18}$ cm$^{-3}$ and $-1.02$ at $10^{20}$ cm$^{-3}$. The first and last were tested against the two limits. At the highest density $2\hbar v_sk_F/k_B$ is about 110 K, so the strain factor $1/T$ is still a fair approximation in this temperature range. These exponents leave out screening of the deformation potential by the electrons. In a nondegenerate gas of density $n$ the square of the screening wave number varies as $n/T$, while the typical $q^2$ of the phonons grows as $T$. Heating then weakens the screening, and the mobility can fall faster than the unscreened exponent says. The value at $10^{18}$ cm$^{-3}$ should therefore not be compared with a measurement until screening is included. In the strongly degenerate gas both wave numbers are nearly fixed, so screening changes mainly the size of the mobility.

Q: Back to the debt you owe me. What happens when electrons really exchange energy with phonons?

A: Set $k_s=mv_s/\hbar$. Energy conservation, $\hbar^2k'^2/2m=\hbar^2k^2/2m\pm\hbar v_sq$, becomes
\begin{equation}
k'^2=k^2\pm2k_sq,
\label{eq:kinematics}
\end{equation}
with the upper sign for absorption. The rates in the two directions now differ, but in equilibrium they obey detailed balance, $W_{\mathbf k'\to\mathbf k}f_0(\mathbf k')=W_{\mathbf k\to\mathbf k'}f_0(\mathbf k)$. Try $\delta f=e\mathcal F\,\tilde\tau(k)v_zf_0/k_BT$ with an unknown $\tilde\tau$. The Boltzmann equation for a nondegenerate gas reads
\begin{equation}
-\frac{e\mathcal Fv_zf_0}{k_BT}
=\frac{e\mathcal Ff_0}{k_BT}\sum_{\mathbf k'}
W_{\mathbf k\to\mathbf k'}
\left[v_z'\tilde\tau(k')-v_z\tilde\tau(k)\right].
\end{equation}
Cancel the common factor and choose $z$ along $\mathbf k$, so that $v_z'/v_z=\mathbf k\cdot\mathbf k'/k^2$. Then
\begin{equation}
\sum_{\mathbf k'}W_{\mathbf k\to\mathbf k'}
\left[\tilde\tau(k)-\frac{\mathbf k\cdot\mathbf k'}{k^2}
\tilde\tau(k')\right]=1.
\end{equation}
This was solved numerically with the full Bose factors and the kinematics of Eq.~(\ref{eq:kinematics}). The mobility is again $(e/m)\langle\!\langle\tilde\tau\rangle\!\rangle$.

Q: And the verdict?

A: The ratio of this mobility to Eq.~(\ref{eq:mobility}) is 1.002 at 300 K, 1.006 at 100 K and 1.07 at 10 K. Between 200 and 400 K the exponent is $-1.502$. The agreement at 100 and 300 K and the exponent were tested.

Q: The corrected mobility is higher. But the extra term in the Bose factors increased the scattering, which should make it lower.

A: With elastic collisions it would. The corrected solution differs from the simple formula in the Bose factors and in the energy exchange. Since the first lowers the mobility and the total change raises it, the energy exchange must outweigh the Bose correction in this example.

Q: How badly can the law fail on the cold side?

A: Completely. Thermal speed varies as $\sqrt T$, so $v_T$ equals the sound speed at
\begin{equation}
T=300\ {\rm K}\left(\frac{5000}{1.741\times10^5}\right)^2
\approx0.25\ {\rm K}.
\end{equation}
For emission at an angle $\theta$ between $\mathbf k$ and $\mathbf q$, momentum conservation gives $k'^2=k^2+q^2-2kq\cos\theta$. Comparison with Eq.~(\ref{eq:kinematics}) yields $q=2(k\cos\theta-k_s)$. A positive $q$ requires $k>k_s$, that is, $v>v_s$. A slower electron cannot emit a phonon at all. It can absorb one, but an electron almost at rest needs $q=2k_s$, with energy $2mv_s^2$. This is four times $\tfrac12mv_s^2$, or about $k_B\times1$ K. At 0.1 K such phonons are rare, with an occupation near $e^{-10}$.

Q: So the mobility rises far above the power law?

A: It does: the calculated ratio is about 2 at 1 K and a few hundred at 0.1 K. A test required a large departure at the lower temperature. These values show where the approximation ends within the model. They do not predict the behaviour of a film, in which carriers may freeze out and other scattering remains.

Q: If I measure an exponent near $-3/2$, may I conclude that acoustic phonons limit my film?

A: The exponent alone does not establish it, since a mixture of mechanisms or drifting parameters can change the slope, and a different mechanism, such as polar optical scattering, can show a similar slope over a limited range of temperature. Check that the gas is nondegenerate and dilute enough for screening to be weak, that $k\ell\gg1$ with the actual mean free path, and that Eq.~(\ref{eq:mobility}) gives the measured magnitude with independently known $m$, $E_1$ and $C$. If the magnitude fails by a large factor, the agreement in slope is not evidence for this mechanism. The values behind the comparisons above are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
effective mass: 0.30 electron masses
deformation potential: 5.00 eV
mass density: 6000 kg/m^3
sound speed: 5000 m/s
elastic constant: 150.0 GPa
example temperature: 300 K
thermal energy: 25.852 meV
thermal wave number: 0.4512 1/nm
largest phonon energy / kBT, at E=kBT: 0.1149
relaxation time at E=kBT: 1.6864 ps
mean free path: 293.60 nm
wave number times path: 132.47
average time / time at kBT: 0.752253
average relaxation time: 1.2686 ps
mobility from current integral: 7437.24 cm^2/(V s)
oscillator absorption / Bose value: 1.000063
oscillator emission / Bose value: 0.999955
state-sum total rate * tau: 1.000217
state-sum momentum rate * tau: 1.000420
formula mobility, 100 K: 38645.03 cm^2/(V s)
inelastic mobility, 100 K: 38891.21 cm^2/(V s)
formula mobility, 200 K: 13663.08 cm^2/(V s)
inelastic mobility, 200 K: 13706.45 cm^2/(V s)
formula mobility, 300 K: 7437.24 cm^2/(V s)
inelastic mobility, 300 K: 7452.96 cm^2/(V s)
formula mobility, 400 K: 4830.63 cm^2/(V s)
inelastic mobility, 400 K: 4838.28 cm^2/(V s)
inelastic / formula mobility, 0.1 K: 375.31
inelastic / formula mobility, 1 K: 2.0449
inelastic / formula mobility, 10 K: 1.0669
inelastic / formula mobility, 100 K: 1.0064
inelastic / formula mobility, 200 K: 1.0032
inelastic / formula mobility, 300 K: 1.0021
inelastic / formula mobility, 400 K: 1.0016
relative change on finer grid, 300 K: 1.84e-09
inelastic exponent, 200 to 400 K: -1.50229
exponent 200 to 400 K, density 1e+16 cm^-3: -1.49939
exponent 200 to 400 K, density 1e+18 cm^-3: -1.44513
exponent 200 to 400 K, density 1e+20 cm^-3: -1.01605
\end{verbatim}
